# Height of a solder ball reflowed onto a circular pad

## Problem

A solder sphere of diameter $D=100$ µm is placed on a flat circular pad of diameter 80 µm, so the pad radius is $a=40$ µm. The solder is melted, wets the whole pad and stops at its rim. Show that, with gravity neglected, the resulting bump is a spherical cap and that it stands about 84 µm above the pad. Find the condition under which the solder does stop at the rim.

The following is assumed. The pad is flush with its surroundings. No solder is gained or lost. The surface tension $\gamma$ is uniform, the liquid has come to rest, and its shape has the round symmetry of the pad. The height asked for is that of a cap holding the ball's room-temperature volume.

## First estimate by scaling

Suppose first that the ball keeps its shape and is merely cut by a plane where its cross-section has the pad's radius. The ball's radius is 50 µm, so the cut lies

$$\sqrt{50^2-40^2}=30\ \text{µm}$$

below the centre. The part above the cut has height $50+30=80$ µm.

This piece lacks the solder that was cut off, a shallow lens of depth $c=50-30=20$ µm. A shallow lens is nearly a paraboloid, whose volume is half its base area times its depth. As a fraction of the ball's volume $\pi D^3/6$, the missing part is therefore about

$$\frac{\tfrac12\pi a^2c}{\pi D^3/6}=\frac{3a^2c}{D^3}=\frac{4800\times 20}{10^6}=0.096 .$$

The missing solder must be put back. If a shape is enlarged without distortion, its lengths grow as the cube root of its volume, so a small fractional gain in volume lengthens it by about a third of that fraction. To first order the gain may be counted relative to the whole ball instead of the cut piece, which makes it 9.6% and the lengthening $9.6/3=3.2\%$. The estimate is

$$h\approx 80\times1.032\approx 82.6\ \text{µm}.$$

The enlargement also widens the base slightly beyond the pad, which the exact solution must correct.

## Exact solution

### Why the surface is part of a sphere

Let $\Delta p$ be the excess of the liquid's pressure over that of the surrounding gas. Without gravity it is the same everywhere in the drop. Cut the drop by a horizontal plane where its radius is $r$, and let $\phi$ be the angle between the surface profile and the horizontal, measured so that $\phi=0$ at the top and $\phi=90^\circ$ at the widest point.

Two vertical forces act on the part above the plane. The excess pressure pushes it up with force $\Delta p\,\pi r^2$. Surface tension acts along the cut circle of length $2\pi r$ and pulls along the surface; its downward component is $2\pi r\gamma\sin\phi$. This stays downward below the widest point, since $\sin\phi$ is positive up to $180^\circ$. Balance requires

$$\Delta p\,\pi r^2=2\pi r\gamma\sin\phi
\quad\Longrightarrow\quad
\frac{\sin\phi}{r}=\frac{\Delta p}{2\gamma}\equiv\frac1R .$$

The constant $R=2\gamma/\Delta p$ is a length. The Young–Laplace equation states the local balance: $\Delta p$ equals $\gamma$ times the sum of the two principal curvatures. For a surface of revolution these are $d\phi/ds$, where $s$ is arc length along the profile from the top, and $\sin\phi/r$. Hence

$$\frac{d\phi}{ds}=\frac{\Delta p}{\gamma}-\frac{\sin\phi}{r}
=\frac2R-\frac1R=\frac1R .$$

The profile has constant curvature $1/R$, so it is an arc of a circle of radius $R$. It starts horizontally on the axis, so the centre of the circle lies on the axis, and rotation gives part of a sphere.

An independent calculation does not assume this result. It searches among smooth axisymmetric profiles with the given rim and volume for the one with the least free surface area. The shape found has height 84.157 µm and departs from a sphere by at most $1.3\times10^{-6}$ µm.

### Sphere radius and cap volume

The rim is at distance $a$ from the axis and at depth $h$ below the top. The sphere's centre is at depth $R$, so Pythagoras gives

$$a^2+(h-R)^2=R^2 .$$

Expanding the square and cancelling $R^2$ leaves $a^2+h^2-2hR=0$, hence

$$R=\frac{a^2+h^2}{2h}.$$

At depth $z$ below the top, the cross-section is a disc with squared radius $R^2-(R-z)^2=2Rz-z^2$. Adding the discs,

$$V=\int_0^h\pi(2Rz-z^2)\,dz=\pi Rh^2-\frac{\pi h^3}{3}.$$

Inserting $R$ turns the first term into $\pi h(a^2+h^2)/2$. Over the common denominator 6,

$$V=\frac{\pi h}{6}\left(3a^2+3h^2-2h^2\right)=\frac{\pi h}{6}\left(3a^2+h^2\right).$$

### The height

The ball's volume is $\pi D^3/6=523\,599$ µm³. Equating it to the cap volume and cancelling $\pi/6$ gives

$$\boxed{h^3+3a^2h=D^3}$$

The left side increases steadily with $h$, because its derivative $3h^2+3a^2$ is positive. There is therefore one real root. With $3a^2=4800$ µm² and $D^3=1\,000\,000$ µm³, two trial heights enclose it:

- $h=84$ µm gives $592\,704+403\,200=995\,904$ µm³, slightly too little;
- $h=84.5$ µm gives $1\,008\,951$ µm³, slightly too much.

The height lies between 84 and 84.5 µm, which is the result to be shown.

A closed form follows from $h=2a\sinh x$. The left side becomes

$$8a^3\sinh^3x+6a^3\sinh x=2a^3(4\sinh^3x+3\sinh x)=2a^3\sinh3x ,$$

where the last step is the triple-argument identity for the hyperbolic sine. Setting this equal to $D^3$ and solving for $x$,

$$h=2a\sinh\!\left[\frac13\operatorname{arsinh}\frac{D^3}{2a^3}\right].$$

Here $D^3/(2a^3)=7.8125$ and its inverse hyperbolic sine is 2.7529. One third of this is 0.9176, whose hyperbolic sine is 1.052, so

$$h=80\times1.052=84.16\ \text{µm}=0.0842\ \text{mm}.$$

### When the solder stops at the rim

The contact angle $\theta$, measured through the liquid, is the value of $\phi$ at the rim. On the sphere, $\sin\theta=a/R$ and $1-\cos\theta=h/R$. Therefore

$$\tan\frac\theta2=\frac{1-\cos\theta}{\sin\theta}=\frac ha,
\qquad
\theta=2\arctan\frac{84.16}{40}=129.2^\circ .$$

A contact line moves outward when its angle exceeds the advancing angle of the surface ahead of it. For the room-temperature volume used here, the solder reaches the rim if the pad's advancing angle is below $129.2^\circ$, and it stays there if that of the surroundings is above $129.2^\circ$. The melt is about 5% larger in volume and stands about 86.0 µm high, which raises this limit slightly, to $2\arctan(86.0/40)=130.1^\circ$. On a flush pad, good wetting of the pad is therefore not enough: the surroundings must also repel the solder strongly. This limit belongs to the flush geometry. On a raised pad with a sharp edge and a vertical side wall, the surface ahead of the line is turned by $90^\circ$. The line then stays at the edge as long as the wall's advancing angle exceeds $129.2^\circ-90^\circ=39.2^\circ$.

Suppose the surroundings have an advancing angle of only $120^\circ$. The solder then spreads past the rim to a new base radius $b$ at which $h/b=\tan60^\circ=\sqrt3$. So $3b^2=h^2$, and the volume condition with $b$ in place of $a$ becomes $2h^3=D^3$. For the room-temperature volume this gives $h=D/2^{1/3}=79.4$ µm and $b=45.8$ µm, a bump nearly 5 µm lower. The melt, being about 5% larger, spreads slightly further, to about 46.6 µm, so a bump that keeps this base on cooling ends slightly lower still.

With the line held at the rim, $R=51.58$ µm. The bump is widest, at $2R=103.2$ µm, at a height $h-R=32.6$ µm above the pad, and overhangs the rim by 11.6 µm on each side.

## Comparison of the estimate with the exact result

The scaling estimate of 82.6 µm is 1.6 µm, or about 2% of the exact height, too low. The difference has two parts.

The first is the treatment of the volume. The estimate took the lens as a paraboloid, counted the gain relative to the whole ball instead of the smaller cut piece, and linearized the cube root. All three approximations can be removed. The cap formula gives the missing fraction as $c(3a^2+c^2)/D^3=20\times5200/10^6=0.104$ instead of 0.096. Enlarging the remaining 0.896 of the volume to the full volume multiplies lengths by $0.896^{-1/3}=1.037$ and raises the estimate to 83.0 µm.

The second is the base, which the same factor has widened from 40 to 41.5 µm. To see what this costs, differentiate the volume condition:

$$(3h^2+3a^2)\,dh+6ah\,da=3D^2\,dD
\quad\Longrightarrow\quad
dh=\frac{D^2\,dD-2ah\,da}{a^2+h^2}.$$

At fixed $D$ the slope is $dh/da=-0.78$. Bringing the base back by 1.5 µm raises the top by about 1.2 µm, from 83.0 to 84.2 µm.

The exact equation also gives two limits:

- **Small pad, $a\ll D$.** Put $h=D-\delta$ and keep first-order terms. Then $-3D^2\delta+3a^2D=0$, so $\delta=a^2/D$ and $h\approx D-a^2/D=84.0$ µm. This works well although the pad is not very small. With $\varepsilon=a^2/D^2=0.16$ and $h/D=1-\varepsilon+k\varepsilon^2$, the second-order terms of the equation are $3k+3-3=0$, so $k=0$ and there is no second-order correction.
- **Large pad, $a\gg D$.** The cubic term is negligible and $h\approx D^3/(3a^2)$, a thin lens.

Between them lies the hemisphere, $h=a$, for which $4a^3=D^3$ and $a=63$ µm. The present pad is smaller than this, so the bump is taller than a hemisphere.

## What the model leaves out

These dimensions are in the regime of a small flip-chip bump. For a tin-based solder, rough liquid values are a density of 7000 kg/m³ and a surface tension of 0.5 N/m. The capillary pressure $2\gamma/R$ is then 19 kPa, while the weight of the liquid adds only 5.8 Pa from top to bottom, a ratio of $3\times10^{-4}$. Solving the Young–Laplace equation with this weight included lowers the bump by 0.0055 µm. Neglecting gravity is well justified here.

Other effects are larger. Each is evaluated below with the other inputs held fixed, using rough sizes:

- A ball diameter 3 µm larger or smaller changes the height by $+3.4$ or $-3.5$ µm.
- A pad diameter 4 µm larger or smaller changes it by $-1.6$ or $+1.5$ µm.
- Molten solder occupies about 5% more volume than the cold solid, so the liquid bump is 1.9 µm taller than the stated height.
- An intermetallic layer 1.5 µm thick forms at the pad. Even if its whole volume were taken out of the cap, the height would fall by only 0.6 µm.

The assumption of a flush pad can also fail, since a real pad may lie at the bottom of an opening in a passivation layer. If the opening has the pad's radius and is $t=5$ µm deep, solder first fills the volume $\pi a^2t$. The cap above the rim then obeys $h^3+3a^2h=D^3-6a^2t$, and its height is 82.3 µm above the rim, or 87.3 µm above the pad. A measured bump height therefore needs a stated reference plane.

For a real bump of this size, 84 µm is thus a nominal value. Ball size, pad size and pad recess each shift it by 1.5 to 3.5 µm for the rough sizes above, and a larger ball, a smaller pad and a recess together raise the height above the pad by about 8 µm. It applies to a free bump on one pad. Once the solder also wets a second pad, the upper boundary is different and the cap formula no longer holds. The computed values are listed in the numerical output.

## Values computed for the example and the checks

```
ball diameter D: 100 um
pad diameter: 80 um, radius a: 40 um
ball volume: 523599 um^3
3 a^2: 4800 um^2
D^3: 1000000 um^3
h^3 + 3 a^2 h at h = 84 um: 995904 um^3
h^3 + 3 a^2 h at h = 84.5 um: 1008951 um^3
D^3/(2 a^3): 7.8125
arcsinh of that: 2.7529
bump height h: 84.16 um = 0.0842 mm
sphere radius R: 51.58 um
contact angle theta: 129.2 degrees
greatest width 2R: 103.2 um
height of greatest width: 32.6 um
overhang beyond pad rim, each side: 11.6 um
height from least-area search: 84.157 um
largest departure of that shape from sphere: 1.3e-06 um
height from Young-Laplace, no gravity: 84.157 um
liquid density (rough): 7000 kg/m^3
surface tension (rough): 0.5 N/m
capillary pressure 2 gamma/R: 19386 Pa
hydrostatic pressure over h: 5.78 Pa
pressure ratio: 3.0e-04
height change by gravity: -0.0055 um
melt volume excess (rough): 5 %
height change while molten: +1.88 um
intermetallic thickness (rough): 1.5 um
height change, whole layer removed: -0.56 um
ball diameter tolerance (rough): 3 um
height change, larger ball: +3.44 um
height change, smaller ball: -3.47 um
pad diameter tolerance (rough): 4 um
height change, larger pad: -1.58 um
height change, smaller pad: +1.52 um
pad recess (rough): 5 um
recessed pad, height above rim: 82.28 um
recessed pad, height above pad: 87.28 um
poor surroundings, advancing angle: 120 degrees
poor surroundings, wetted radius: 45.8 um
poor surroundings, bump height: 79.4 um
```
